# Choosing the smoothing strength when extracting mobility from a Kelvin-probe profile

## A channel with constant mobility

Take a p-channel transistor whose holes all have the same mobility $\mu$. The source lies at $x=0$, the drain at $x=L$, and the channel potential $V(x)$ falls from source to drain. With gate voltage $V_G$ and threshold $V_T$, both negative here, the local gate overdrive is

$$u(x)=V(x)-V_G+V_T>0 .$$

The gate, with capacitance $C$ per area, induces the hole charge $Cu$ per area. The current from source to drain through a channel of width $W$ is charge times mobility times field:

$$I=W\,(Cu)\,\mu\left(-\frac{du}{dx}\right)=-WC\mu\,\frac{d}{dx}\frac{u^2}{2}.$$

The field is $F=-dV/dx=-du/dx$, because $V_G$ and $V_T$ do not depend on $x$. In steady state, without gate leakage, $I$ is the same at every $x$. Hence $s=u^2/2$ is a straight line, and its slope gives the mobility. The potential itself is curved: the field must rise towards the drain, where fewer holes carry the same current.

If $s$ is not straight, the mobility varies along the channel. Reading that variation requires the derivative of noisy data, and programs that differentiate such data offer a smoothing strength. This guide derives what that setting does and how to choose it.

## Mobility from one profile

Let the mobility depend on the sheet density $p=Cu/q$, with $q$ the elementary charge. The current still contains the product $u\,du/dx=ds/dx$, so

$$\boxed{\;\mu(p(x))=\frac{I}{WC\,|ds/dx|},\qquad p(x)=\frac{Cu(x)}{q}\;}$$

Each position supplies one point of the curve. The densities reached are those between the two ends of the channel. Voltage lost at the contacts changes the end values of $u$ but does not enter the formula, because $V(x)$ is measured inside the channel.

The mobility obtained is an average over the depth $z$ of the accumulation layer, $\mu=\int\mu_{\rm loc}n\,dz/\int n\,dz$, where $n$ is the volume density of all gate-induced holes, trapped ones included.

The formula assumes that the potential varies slowly along the channel compared with the insulator thickness, that $V_T$ is uniform and known, and that the calibrated probe follows the hole quasi-Fermi potential up to a constant. Static work-function differences are removed by subtracting a profile taken at the same $V_G$ with $V_D=0$. The noise $\sigma$ below is that of the difference.

## Why the setting is needed

Let the points be $h$ apart, with independent errors of standard deviation $\sigma$. The central difference $(V_{i+1}-V_{i-1})/2h$ has variance $2\sigma^2/4h^2$, so the field error is $\sigma/(\sqrt2\,h)$. For $\sigma=30$ mV and $h=50$ nm this is $0.030/(1.414\times0.050)=0.42$ V/µm. The example below has a field of 0.69 V/µm near the source, so the raw derivative is of little use there. Finer sampling makes it worse.

The remedy is to look for a smooth $s$. The measured overdrive is $U_i=u_i+\delta_i$, with $\delta_i$ the probe error, and

$$S_i=\frac{U_i^2}{2}=s_i+u_i\delta_i+\frac{\delta_i^2}{2}.$$

The main error has standard deviation $u_i\sigma$, so each squared residual is divided by $U_i^2$, which stands in for $u_i^2$. The last term has mean $\sigma^2/2$, the same at all points, and a constant has no slope. One minimizes

$$\sum_i\frac{(S_i-s_i)^2}{U_i^2}+\lambda\sum_i(\Delta^3 s)_i^2,$$

where $\Delta^3$ is the third difference and $\lambda$ is the smoothing strength. Third differences vanish for any quadratic, so the penalty does not act on the straight line of constant mobility. As $\lambda\to0$ the raw data return. As $\lambda\to\infty$ the fit becomes a weighted quadratic with three parameters, and $ds/dx$ is forced to be linear in $x$ whatever the device does.

## What the strength means: a length

The value of $\lambda$ depends on the spacing and on the voltage scale, and says little by itself. Far from the ends, and where $u$ changes little over the smoothing distance, a wave analysis turns it into a length. For a component $e^{ikx}$ with $kh\ll1$, the squared third difference contributes $[2\sin(kh/2)]^6\approx(kh)^6$. Setting the derivative of the functional with respect to $s$ to zero gives

$$\frac{s-S}{u^2}+\lambda(kh)^6s=0
\quad\Rightarrow\quad
s=\frac{S}{1+(k\ell)^6},\qquad \ell=h(\lambda u^2)^{1/6}.$$

The length $\ell$ is the useful form of the setting. Doubling it takes a factor of 64 in $\lambda$. It varies along the channel only as $u^{1/3}$.

**Noise.** White noise with variance $u^2\sigma^2$ per point has spectral density $u^2\sigma^2h$ in the measure $dk/2\pi$. Differentiation multiplies each component by $ik$, so

$$\mathrm{var}(s')=u^2\sigma^2h\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{k^2}{[1+(k\ell)^6]^2}
=\frac{u^2\sigma^2h}{2\pi\ell^3}\int_{-\infty}^{\infty}\frac{y^2\,dy}{(1+y^6)^2},$$

with $y=k\ell$. The limits may be extended to infinity when $\ell\gg h$. Put $t=y^3$, so that $y^2dy=dt/3$, and then $t=\tan\alpha$:

$$\int_{-\infty}^{\infty}\frac{y^2\,dy}{(1+y^6)^2}=\frac13\int_{-\infty}^{\infty}\frac{dt}{(1+t^2)^2}=\frac13\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{6}.$$

Therefore

$$\mathrm{std}(s')=\frac{u\,\sigma\sqrt h}{\sqrt{12}\;\ell^{3/2}} .$$

At fixed $\ell$, finer sampling now helps, as $\sqrt h$, provided the errors remain independent and $\sigma$ stays the same. If the total scan time is fixed and the probe noise is white in time, $\sigma$ grows as $1/\sqrt h$ and the gain vanishes. Doubling $\ell$ reduces the noise by $2^{3/2}=2.8$.

**Bias.** For $k\ell\ll1$ the filter is $1-(k\ell)^6$. Since $(ik)^6=-k^6$, the fit is $s+\ell^6s^{(6)}$ to leading order, and the slope is wrong by $\ell^6s^{(7)}$. Doubling $\ell$ multiplies this local bias by 64. The ends of the scan add a second error. It obeys $(k\ell)^6=-1$, so it oscillates and dies out only as $e^{-x/2\ell}$ with the distance $x$ from the end. It can dominate several $\ell$ inside the window, and the total bias then does not follow the factor of 64.

**Resolution.** A ripple of wavelength $2\pi\ell$ has $k\ell=1$ and is halved. Over that distance the overdrive changes by $2\pi\ell F$, so a ripple in $\mu(p)$ with the period

$$\Delta p\approx\frac{C}{q}\,2\pi\ell F$$

is halved, and shorter ones fade quickly. This is the price of the setting in terms of the quantity sought. Single features survive better. A sharp step that is small compared with the mobility itself becomes a rise whose steepest slope is its height divided by $3\ell$, because $\int dk/2\pi\,[1+(k\ell)^6]^{-1}=1/(3\ell)$. It is thus spread over about half of $\Delta p$. The fit also overshoots by about 6 % of the step height on either side, which should not be read as structure. The filter acts on $s'\propto1/\mu$, so a large step comes out lopsided: for a factor of two in $\mu$ the overshoot is about 12 % of the step height on the high side and 3 % on the low side.

## Letting the data choose

A good strength predicts a point that was left out. Define scaled data $z_i=S_i/U_i$ and scaled fits $w_i=s_i/U_i$. With the true $s_i$, the difference $z_i-w_i$ is nearly white noise of standard deviation $\sigma$. The fit is linear, $w=Az$, if the weights are regarded as fixed.

Leave out point $i$ and call its prediction $w_i^{-}$. If $w_i^{-}$ is put in place of $z_i$ and all points are fitted, nothing changes, since the new point already lies on the optimal curve. Compared with the full fit only datum $i$ has changed, so linearity gives

$$w_i^{-}=w_i+A_{ii}(w_i^{-}-z_i).$$

Subtracting both sides from $z_i$ gives $z_i-w_i^-=z_i-w_i+A_{ii}(z_i-w_i^-)$, hence

$$z_i-w_i^{-}=\frac{z_i-w_i}{1-A_{ii}} .$$

Replacing each $A_{ii}$ by the mean $\mathrm{tr}A/N$ and averaging the squares yields the score of generalized cross-validation,

$$\frac{N\sum_i(z_i-w_i)^2}{(N-\mathrm{tr}A)^2},$$

to be minimized over $\lambda$. It needs no prior value of $\sigma$. It judges the values of the fit, not their slope, so the strength it selects need not be the best one for the mobility. The trace counts the effective fit parameters.

All strengths can be tried cheaply. Let $B$ be the third-difference matrix with column $i$ multiplied by $U_i$. The functional is $|z-w|^2+\lambda|Bw|^2$, with minimum $w=(1+\lambda B^TB)^{-1}z$. One singular-value decomposition of $B$ diagonalizes $B^TB$, with eigenvalues $e_j$, and each component of $z$ is multiplied by $1/(1+\lambda e_j)$.

If bias is negligible, the residual is $(1-A)$ times the noise, so $\sigma^2$ is estimated by $\sum_i(z_i-w_i)^2/\mathrm{tr}[(1-A)^2]$. The slope is also linear, $s'_i=\sum_jM_{ij}z_j$, and its error bar is $\sigma(\sum_jM_{ij}^2)^{1/2}$. This remains valid near the ends, where the wave formula fails. It covers independent noise at the chosen strength, but neither bias nor the scatter of the choice itself. If the probe errors are correlated, with covariance matrix $K$, the variance of $s'_i$ is $(MKM^T)_{ii}$ instead. A correlation of 0.5 between neighbours that decays geometrically with distance makes the true error about 1.7 times the simple error bar in the middle of the example below.

## A worked profile

The example is a synthetic device, so the true mobility is known. It has 200 nm of oxide with relative permittivity 3.9, giving $C=17.27$ nF/cm², and $L=20$ µm, $W=1000$ µm. The voltages are $V_G=-45$ V, $V_T=-5$ V and $V_D=-30$ V, with 3 V lost at the source contact and 1 V at the drain. The overdrive thus runs from $-3+45-5=37$ V to $-29+45-5=11$ V.

The data are created with $\mu\propto p^\gamma$ and $\mu=0.02$ cm²/Vs at $p=3\times10^{12}$ cm⁻². The exponent is $\gamma=2(T_0/T-1)=0.667$, with temperature $T=300$ K and tail temperature $T_0=400$ K. The extraction is not told this law. Continuity, $u^{\gamma+1}u'=$ const, makes $u^{\gamma+2}$ linear in $x$, and the current is 10.29 µA. Gaussian noise of 30 mV is added to 389 points, 50 nm apart, from 0.3 to 19.7 µm.

Cross-validation on a grid of lengths 5 % apart selects $\ell=0.595$ µm, quoted at the mean overdrive, with 12.6 effective parameters. The exact minimum lies at 0.589 µm and gives practically the same curve. The noise estimated from the residual is 30.3 mV. In the table $\mu$ and its standard deviation are in cm²/Vs, $p$ is in $10^{12}$ cm⁻², and the true value is taken at the extracted density.

| $x$ (µm) | $u$ (V) | $p$ | $\mu$ extracted | $\mu$ true |
|---|---|---|---|---|
| 0.80 | 36.46 | 3.93 | 0.02365 ± 0.00035 | 0.02394 |
| 5.00 | 33.38 | 3.60 | 0.02256 ± 0.00011 | 0.02257 |
| 10.00 | 28.95 | 3.12 | 0.02058 ± 0.00009 | 0.02053 |
| 14.00 | 24.35 | 2.62 | 0.01831 ± 0.00006 | 0.01829 |
| 17.00 | 19.59 | 2.11 | 0.01582 ± 0.00004 | 0.01582 |
| 18.50 | 16.25 | 1.75 | 0.01391 ± 0.00003 | 0.01397 |
| 19.20 | 14.19 | 1.53 | 0.01279 ± 0.00005 | 0.01276 |

At $x=10$ µm the extracted field is 1.001 V/µm, so $|s'|=28.95\times1.001=28.98$ V²/µm. With $W$ in µm the lengths cancel, and

$$\mu=\frac{10.29\times10^{-6}}{1000\times17.27\times10^{-9}\times28.98}=0.0206\ \text{cm}^2/\text{Vs}.$$

The noise formula with $\ell\approx0.6$ µm gives $28.95\times0.030\times\sqrt{0.050}/(3.46\times0.46)=0.12$ V²/µm, or 0.4 % of the slope. This agrees with the error bar in the table. A raw difference would have an error of 42 % at this point. The resolution there is $2\pi\times0.6\times1.0\approx3.8$ V of overdrive, or $0.4\times10^{12}$ cm⁻². A ripple of this period in the mobility would be halved, and a sharp step would be spread over about half of it.

From 0.8 to 19.2 µm the rms mobility error relative to the true value is 0.27 %, and the largest is 1.2 %. This scan is a lucky one: over many simulated scans the median rms error is about 0.5 %, and the median of the largest error about 1.4 %. A power law fitted to the extracted points has exponent 0.668. The error bar at 0.80 µm is several times that at 5 µm, since the fit there has little data on one side. At 18.50 µm the deviation is about two standard deviations. It is mostly bias: smoothing the noise-free profile with the same strength already gives a mobility 0.5 % too low there. In a measured scan the truth is unknown, and repeating the extraction with a smaller $\ell$ reveals only a bias that exceeds the added noise. Here halving $\ell$ would change the mean result by a little over 0.5 %, about as much as the noise of that change, so a single scan would not settle the matter.

Smoothing $V$ instead, and then multiplying by $u$, is possible but less favourable here. For the power law $|V'|\propto u^{-(\gamma+1)}$ rises by $(37/11)^{1.667}=7.6$ along the channel, while $|s'|\propto u^{-\gamma}$ rises by 2.2. In 20 simulated scans, with cross-validation applied to each method, the rms relative error of $u\,du/dx$ was 43 % for raw differences, 1.08 % for smoothing $V$ and 0.58 % for smoothing $s$. These figures scatter with so few scans; over 1000 scans the last two are about 1.2 % and 0.6 %.

## What smoothing cannot repair

**Threshold.** Suppose the assumed overdrive is $v=u+\delta$. The formula then returns $\mu(u)\,u/v$, plotted at $v$. For the power law, comparison with the true curve at the same assumed density gives

$$\frac{\mu_{\rm app}(v)}{\mu(v)}=\left(\frac{v-\delta}{v}\right)^{\gamma+1}\approx1-(1+\gamma)\frac{\delta}{v}.$$

For $\delta=1$ V the change is −4.3 % at the source end and −13.5 % at the drain end, far above the noise.

A second gate voltage does not reveal this error. The profile determines the sheet conductance $Cu\mu(u)=I/(WF)$ as a function of $V-V_G$. A wrong constant $\delta$ converts it into the same wrong curve at every $V_G$, so the curves still coincide. The threshold needs separate evidence, such as a measurement of the charge.

**Field dependence.** In one profile each density occurs at one field, so the two influences cannot be separated. A second gate voltage does help here. Multiply the mobility by $\exp(\beta\sqrt F)$ with a chosen $\beta=10^{-3}$ (cm/V)$^{1/2}$, and solve the current equation for $V_G=-45$ V and $-55$ V, with drain voltage and contact drops held fixed. The apparent mobilities at $u=30$ V then differ by 3.0 %. Along the first profile the field factor varies by 14 %, which would be read as density dependence.

**Diffusion.** If the probe follows the electrostatic potential rather than the quasi-Fermi potential, a diffusion current must be added. With diffusion coefficient $\mu\theta$ it is $-WC\mu\theta u'$, so the total is $-WC\mu(u+\theta)u'$ and the formula returns $\mu(1+\theta/u)$. Here $\theta=(p/q)\,dE_F/dp$, with $E_F$ the hole quasi-Fermi energy measured into the tail. For an exponential tail in a layer whose depth profile is fixed, $p\propto e^{E_F/kT_0}$, so $\theta=kT_0/q=34.5$ mV. At $x=19.2$ µm, where $u=14.2$ V and $F=3.29$ V/µm, the excess is 0.24 %. If instead the layer is confined by its own field, Poisson's equation integrated once over the depth makes the volume density at the interface proportional to the square of the normal field there, hence to $p^2$. Then $p^2\propto e^{E_F/kT_0}$ with $E_F$ taken at the interface, and for the potential there $\theta$ and the excess are twice as large. This treats the layer as continuous. Half of its charge would then lie within a depth $2\epsilon kT_0/(q^2p)$, with $\epsilon$ the permittivity of the semiconductor. For a relative permittivity of 3 that is only 0.3 to 1 nm at the densities of this example, about a molecular layer or less, so the factor of two is an indication of size, not a prediction.

A probe that follows the quasi-Fermi potential gives the driving field correctly, but $u$ then contains the shift of $E_F/q$ along the channel, which is $\theta\ln(u/u_0)$ if the constant is matched where $u=u_0$. Matched at the source end, this raises the mobility at $x=19.2$ µm, compared at the same assumed density, by 0.4 % for the fixed layer and 0.8 % for the self-confined one.

**Lateral fields.** In an insulator of thickness $d$ a potential wave at the channel decays towards the gate as $\sinh kz/\sinh kd$, with $z$ measured from the gate. Its normal field at the channel is $k\coth kd\approx(1+k^2d^2/3)/d$ times its amplitude. With $k^2\to-d^2/dx^2$ the charge becomes $C(u-d^2u''/3)$. Differentiating $u^{\gamma+1}u'=$ const gives $u''=-(\gamma+1)u'^2/u$, so the relative change is $(\gamma+1)(du'/u)^2/3$, with $d$ the thickness. It is 0.12 % at the same point. Field lines into the air carry charge of order $\epsilon_0F$, which is 1.2 % of $Cu$. This is a scale, not a correction, since it depends on the contacts and the tip.

**Probe width.** A Gaussian response of rms width $b$ adds $b^2V''/2$ to the potential, and changes the field by the fraction $b^2u'''/(2u')$. One more derivative gives $u'''=(\gamma+1)(2\gamma+3)u'^3/u^2$. For $b=100$ nm the change is 0.19 %.

**Oxide and heat.** The largest oxide field is $45\ \text{V}/200\ \text{nm}=2.25$ MV/cm, below the rough 10 MV/cm at which good oxide breaks down. The Fowler–Nordheim factor $\exp[-4\sqrt{2m}\,\phi^{3/2}/(3q\hbar F_{\rm ox})]$, for a chosen barrier $\phi=3$ eV and mass $m=0.4$ electron masses, is about $e^{-100}$. The power $IF/W$ per area, flowing through oxide of conductivity 1.4 W/(m K), warms the channel at $x=19.2$ µm by 5 mK relative to the silicon.

## Beside a real device

The parameters are round values chosen to represent a polymer transistor on oxidized silicon. The assumption of a fixed, uniform threshold can fail in such a device, because charge trapped during operation shifts it. An error of 1 V moves the result by 4 to 17 % in this example, depending on position and sign. Even if uniform it distorts the curve's shape: the fitted exponent becomes about 0.74 or 0.60 instead of 0.67. A real probe also has long-range coupling through its cone and cantilever, which the Gaussian width omits. The accuracy of about one percent found above is therefore that of the differentiation, not of a measured mobility.

## Guidance for the setting

- Specify or report $\ell$, not $\lambda$, and quote the density resolution $(C/q)2\pi\ell F$ with the curve.
- Start from cross-validation if the errors of neighbouring points are independent. If probe feedback or line filtering correlates them, neighbours predict a point's noise as well as its signal, and the score favours too little smoothing. Then estimate $\sigma$ and its correlation from repeated scans, and choose $\ell$ well above the correlation length.
- Repeat the extraction with $\ell$ halved and doubled. Far from the ends, noise changes by a factor of about 2.8. Bias has no such fixed factor when the ends contribute, and it can change sign. A change well beyond the error bars reveals it, but a smaller bias can stay hidden. A feature that vanishes on doubling may be noise, or real structure finer than the new resolution. Compare its height with the error bar at the smaller $\ell$, and repeat the scan if they are similar.
- Leave out points within about three rms probe widths of a contact. At one rms width a Gaussian probe still picks up 16 % of the voltage step at the contact, which is 0.48 V for the 3 V step of the example. At three widths it picks up 4 mV. A probe with longer tails needs a wider margin. Use the operator's error bars near the ends of the window.
- Once the noise error is below $(1+\gamma)\,\delta V_T/u$, with $\delta V_T$ the threshold uncertainty, effort is better spent on the threshold than on the smoothing.
